# Counting Cubic and Quartic Force Constants of Water and Methane: verification in Python

```python
# Result under test: the number h_n of independent force constants of order n
# is the multiplicity of the totally symmetric species in the n-th symmetric
# power of the vibrational representation:
#   water   (C2v): h_3 = 6,  h_4 = 9
#   methane (Td) : h_3 = 13, h_4 = 33
# R: 3x3 matrix of a point-group operation; chi: vibrational character;
# chi3, chi4: characters of the symmetric cube and symmetric fourth power.
# Methane coordinates: a (A1), (u, v) (E), vectors r and s (two T2 sets).
import numpy as np
from itertools import permutations, product, combinations
from itertools import combinations_with_replacement as multisets
from math import factorial, comb
from collections import Counter

rng = np.random.default_rng(7)
mpow = np.linalg.matrix_power

# Positions in an arbitrary length unit; only their symmetry matters.
water = (["O", "H", "H"],
         np.array([[0, 0, 0], [0, 0.8, 0.6], [0, -0.8, 0.6]], float))
methane = (["C", "H", "H", "H", "H"],
           np.array([[0, 0, 0], [1, 1, 1], [1, -1, -1],
                     [-1, 1, -1], [-1, -1, 1]], float))


def atom_images(R, molecule):
    """Index of the atom reached by each atom, or None if R is no symmetry."""
    elements, xyz = molecule
    images = []
    for i, position in enumerate(xyz):
        hits = [j for j in range(len(xyz)) if elements[j] == elements[i]
                and np.allclose(R @ position, xyz[j])]
        if not hits:
            return None
        images.append(hits[0])
    return images


def point_group(molecule):
    operations = []
    for order in permutations(range(3)):
        for signs in product([1, -1], repeat=3):
            R = np.diag(signs) @ np.eye(3, dtype=int)[list(order)]
            if atom_images(R, molecule) is not None:
                operations.append(R)
    return operations


def vib_character(R, molecule):
    fixed = sum(i == j for i, j in enumerate(atom_images(R, molecule)))
    trace, det = int(np.trace(R)), round(np.linalg.det(R))
    return fixed * trace - trace * (1 + det)


def vibration_matrices(group, molecule):
    """Matrices on displacements orthogonal to translations and rotations."""
    xyz = molecule[1]
    n_atoms = len(xyz)
    rigid = [np.tile(axis, n_atoms) for axis in np.eye(3)]
    rigid += [np.cross(axis, xyz).ravel() for axis in np.eye(3)]
    basis = np.linalg.svd(np.array(rigid))[2][6:].T
    matrices = []
    for R in group:
        full = np.zeros((3 * n_atoms, 3 * n_atoms))
        for i, j in enumerate(atom_images(R, molecule)):
            full[3*j:3*j+3, 3*i:3*i+3] = R
        matrices.append(basis.T @ full @ basis)
    return matrices


def cube_and_fourth(chi, R):
    c1, c2, c3, c4 = [chi(mpow(R, k)) for k in (1, 2, 3, 4)]
    cube = (c1**3 + 3*c1*c2 + 2*c3) / 6
    fourth = (c1**4 + 6*c1**2*c2 + 3*c2**2 + 8*c1*c3 + 6*c4) / 24
    return cube, fourth


def power_character(chi, R, n):
    """Symmetric-power character of any degree by Newton's recursion."""
    if n == 0:
        return 1.0
    return sum(chi(mpow(R, k)) * power_character(chi, R, n - k)
               for k in range(1, n + 1)) / n


def count_by_null_space(matrices, n):
    """Dimension of the space of polynomials equal to their group average."""
    dim = len(matrices[0])
    terms = list(multisets(range(dim), n))
    weights = []
    for term in terms:
        w = factorial(n)
        for repeat in Counter(term).values():
            w //= factorial(repeat)
        weights.append(np.sqrt(w))
    index, weights = np.array(terms), np.array(weights)

    def values(points):
        return np.prod(points[:, index], axis=2) * weights

    points = rng.normal(size=(2 * len(terms) + 10, dim))
    points /= np.linalg.norm(points, axis=1)[:, None]
    average = sum(values(points @ D.T) for D in matrices) / len(matrices)
    sv = np.linalg.svd(average - values(points), compute_uv=False)
    null = sv < 1e-10 * sv[0]
    assert sv[~null].min() > 1e-5 * sv[0]      # clear gap above the null space
    return int(null.sum())


counts = {}
groups = {}
for name, molecule in (("water", water), ("methane", methane)):
    group = point_group(molecule)
    groups[name] = group
    matrices = vibration_matrices(group, molecule)

    def chi(R, molecule=molecule):
        return vib_character(R, molecule)

    sums = np.zeros(2)
    for R, D in zip(group, matrices):
        assert abs(np.trace(D) - chi(R)) < 1e-10
        eig = np.linalg.eigvals(D)
        formula = cube_and_fourth(chi, R)
        for n, value in zip((3, 4), formula):
            direct = sum(np.prod(eig[list(t)])
                         for t in multisets(range(len(eig)), n))
            assert abs(direct - value) < 1e-8
        sums += formula
    h2 = sum(power_character(chi, R, 2) for R in group) / len(group)
    h = [h2, sums[0] / len(group), sums[1] / len(group)]
    for n, value in zip((2, 3, 4), h):
        assert abs(value - count_by_null_space(matrices, n)) < 1e-8
    counts[name] = [round(x) for x in h]
    dim = len(matrices[0])
    print(f"{name}: group order {len(group)}, vibrations {dim} (counts)")
    print(f"  terms without symmetry, orders 2,3,4 (count):",
          [comb(dim + n - 1, n) for n in (2, 3, 4)])
    print("  character sums, orders 3,4 (pure number):",
          [round(x) for x in sums])
    print("  independent constants, orders 2,3,4 (count):", counts[name])

assert counts["water"][1:] == [6, 9]
assert counts["methane"][1:] == [13, 33]

# Water: species content, class table and allowed monomials.
C2v = groups["water"]
n_a1 = sum(vib_character(R, water) for R in C2v) / 4
n_b2 = sum(vib_character(R, water) * R[1, 1] for R in C2v) / 4
assert (n_a1, n_b2) == (2, 1)
print(f"water species A1,B2 (count): {n_a1:.0f}, {n_b2:.0f}")
print("water table: signs of x,y,z | chi, chi3, chi4 (pure numbers)")
for R in C2v:
    c3, c4 = cube_and_fourth(lambda g: vib_character(g, water), R)
    print("  ", [int(x) for x in np.diag(R)], "|",
          vib_character(R, water), round(c3), round(c4))
print("water allowed powers of q1,q2 (A1) and q3 (B2) (exponents):")
for n in (3, 4):
    allowed = [(i, j, n-i-j) for i in range(n, -1, -1)
               for j in range(n-i, -1, -1) if (n-i-j) % 2 == 0]
    assert len(allowed) == counts["water"][n - 2]
    print(f"  order {n}:", " ".join("%d%d%d" % t for t in allowed))

# Methane: species content and class table.
Td = groups["methane"]
E_basis = np.array([[-1, -1, 2], [np.sqrt(3), -np.sqrt(3), 0]]) / np.sqrt(6)


def chi_E(R):
    return int(np.trace(abs(R))) - 1


def chi_T2(R):
    return int(np.trace(R))


for R in Td:
    assert vib_character(R, methane) == 1 + chi_E(R) + 2 * chi_T2(R)
species = [sum(vib_character(R, methane) * f(R) for R in Td) / 24
           for f in (lambda R: 1, chi_E, chi_T2)]
print("methane species A1,E,T2 (count):", [round(x) for x in species])
names = {(3, 1): "E", (0, 1): "C3", (-1, 1): "C2",
         (-1, -1): "S4", (1, -1): "sigma_d"}
classes = {}
for R in Td:
    key = names[(int(np.trace(R)), round(np.linalg.det(R)))]
    classes.setdefault(key, []).append(R)
print("methane table: class, size | chi of g,g2,g3,g4 | chi3, chi4 (numbers)")
for key in names.values():
    R = classes[key][0]
    c3, c4 = cube_and_fourth(lambda g: vib_character(g, methane), R)
    chis = [vib_character(mpow(R, k), methane) for k in (1, 2, 3, 4)]
    print(f"  {key}, {len(classes[key])} |", chis, "|", round(c3), round(c4))


def explicit_invariants(a, e, r, s):
    """Invariants keyed by their degrees in A1, E and the two T2 sets."""
    u, v = e

    def dot(p, q):
        return (p * q).sum(axis=0)

    def e_pair(w):                      # E combination of (w_x, w_y, w_z)
        return 2*w[2] - w[0] - w[1], np.sqrt(3) * (w[0] - w[1])

    pairs = [(r, r), (r, s), (s, s)]
    norm = u*u + v*v
    t2 = [dot(p, q) for p, q in pairs]
    t3 = [r[0]*r[1]*r[2],
          r[0]*r[1]*s[2] + r[0]*s[1]*r[2] + s[0]*r[1]*r[2],
          s[0]*s[1]*r[2] + s[0]*r[1]*s[2] + r[0]*s[1]*s[2],
          s[0]*s[1]*s[2]]
    et2, e2t2 = [], [norm * x for x in t2]
    for p, q in pairs:
        pu, pv = e_pair(p * q)
        et2.append(u*pu + v*pv)
        e2t2.append((u*u - v*v)*pu - 2*u*v*pv)
    cross = np.cross(r, s, axis=0)
    et3 = []
    for p in (r, s):
        wu, wv = e_pair(cross * p)
        et3.append(u*wv - v*wu)
    rr, rs, ss = t2
    t4 = [rr*rr, (r**4).sum(axis=0), rr*rs, (r**3*s).sum(axis=0),
          rr*ss, rs*rs, (r*r*s*s).sum(axis=0),
          ss*rs, (r*s**3).sum(axis=0), ss*ss, (s**4).sum(axis=0)]
    e3 = u**3 - 3*u*v*v
    cubic = {(3, 0, 0): [a**3], (1, 2, 0): [a*norm],
             (1, 0, 2): [a*x for x in t2], (0, 3, 0): [e3],
             (0, 1, 2): et2, (0, 0, 3): t3}
    quartic = {(k[0]+1, k[1], k[2]): [a*x for x in f]
               for k, f in cubic.items()}
    quartic.update({(0, 4, 0): [norm**2], (0, 2, 2): e2t2,
                    (0, 1, 3): et3, (0, 0, 4): t4})
    return {3: cubic, 4: quartic}


n_points = 300
a = rng.normal(size=n_points)
e = rng.normal(size=(2, n_points))
r, s = rng.normal(size=(2, 3, n_points))
reference = explicit_invariants(a, e, r, s)
for R in Td:
    E_matrix = E_basis @ abs(R) @ E_basis.T
    moved = explicit_invariants(a, E_matrix @ e, R @ r, R @ s)
    for n in (3, 4):
        for key in reference[n]:
            assert np.allclose(moved[n][key], reference[n][key], atol=1e-9)
# The two invariants with one E factor vanish for parallel T2 vectors.
parallel = explicit_invariants(a, e, r, 1.7 * r)[4][(0, 1, 3)]
assert np.allclose(parallel, 0, atol=1e-9)
assert min(np.abs(f).max() for f in reference[4][(0, 1, 3)]) > 1e-2

print("methane sectors: degrees in A1,E,T2 -> independent constants (count)")
for n in (3, 4):
    columns = np.array([f for fs in reference[n].values() for f in fs]).T
    columns = columns / np.linalg.norm(columns, axis=0)
    rank = np.linalg.matrix_rank(columns, tol=1e-6)
    assert rank == columns.shape[1] == counts["methane"][n - 2]
    sector_counts = []
    for i in range(n, -1, -1):
        for j in range(n - i, -1, -1):
            k = n - i - j
            number = sum(power_character(chi_E, R, j) *
                         power_character(lambda g: 2 * chi_T2(g), R, k)
                         for R in Td) / 24
            listed = len(reference[n].get((i, j, k), []))
            assert abs(number - listed) < 1e-9
            if listed:
                sector_counts.append(f"{i}{j}{k}->{round(number)}")
    print(f"  order {n}:", " ".join(sector_counts))

# Orbits of multisets of four stretches and six bends under relabelling of H.
coordinates = [(i,) for i in range(4)] + list(combinations(range(4), 2))
relabellings = [[coordinates.index(tuple(sorted(p[i] for i in c)))
                 for c in coordinates] for p in permutations(range(4))]
for R in Td:
    images = [j - 1 for j in atom_images(R, methane)[1:]]
    fixed = sum(tuple(sorted(images[i] for i in c)) == c for c in coordinates)
    assert fixed == vib_character(R, methane) + 1
orbits = []
for n in range(5):
    orbits.append(len({min(tuple(sorted(p[i] for i in term))
                           for p in relabellings)
                       for term in multisets(range(10), n)}))
differences = [orbits[n] - orbits[n - 1] for n in (2, 3, 4)]
assert differences == counts["methane"]
print("ten redundant coordinates, orbits of orders 0-4 (count):", orbits)
print("orbit differences, orders 2,3,4 (count):", differences)
print("finished without a failed check")
```

Output:

```
water: group order 4, vibrations 3 (counts)
  terms without symmetry, orders 2,3,4 (count): [6, 10, 15]
  character sums, orders 3,4 (pure number): [24, 36]
  independent constants, orders 2,3,4 (count): [4, 6, 9]
methane: group order 24, vibrations 9 (counts)
  terms without symmetry, orders 2,3,4 (count): [45, 165, 495]
  character sums, orders 3,4 (pure number): [312, 792]
  independent constants, orders 2,3,4 (count): [5, 13, 33]
water species A1,B2 (count): 2, 1
water table: signs of x,y,z | chi, chi3, chi4 (pure numbers)
   [1, 1, 1] | 3 10 15
   [1, -1, 1] | 1 2 3
   [-1, 1, 1] | 3 10 15
   [-1, -1, 1] | 1 2 3
water allowed powers of q1,q2 (A1) and q3 (B2) (exponents):
  order 3: 300 210 120 102 030 012
  order 4: 400 310 220 202 130 112 040 022 004
methane species A1,E,T2 (count): [1, 1, 2]
methane table: class, size | chi of g,g2,g3,g4 | chi3, chi4 (numbers)
  E, 1 | [9, 9, 9, 9] | 165 495
  C3, 8 | [0, 0, 9, 0] | 3 0
  C2, 3 | [1, 9, 1, 9] | 5 15
  S4, 6 | [-1, 1, -1, 9] | -1 3
  sigma_d, 6 | [3, 9, 3, 9] | 19 39
methane sectors: degrees in A1,E,T2 -> independent constants (count)
  order 3: 300->1 120->1 102->3 030->1 012->3 003->4
  order 4: 400->1 220->1 202->3 130->1 112->3 103->4 040->1 022->6 013->2 004->11
ten redundant coordinates, orbits of orders 0-4 (count): [1, 2, 7, 20, 53]
orbit differences, orders 2,3,4 (count): [5, 13, 33]
finished without a failed check
```
